\section*{Hydrostatic Strain, Silicon's Optical Phonons and Their Grüneisen Parameter, part 1}

(Sections cited here and not found follow in the second part.)

\section{From strain to three phonon frequencies}

\textbf{Q.} Strain in silicon is read from a Raman line near $520\ \mathrm{cm^{-1}}$, but three optical phonons lie behind that line. Before we discuss what strain does to them, what is vibrating?

\textbf{A.} The primitive cell holds two atoms of equal mass $M$, one on each of two interpenetrating sublattices. The wavelength of light is much longer than a cell, so I take the limit of zero wavevector, in which all cells move alike. Let $\mathbf s_1$ and $\mathbf s_2$ be the displacements of the sublattices. A common displacement costs no energy, so at fixed strain $e$ the energy per cell, $E$, depends on $\mathbf u=\mathbf s_2-\mathbf s_1$ alone. Newton's equations are
\begin{equation}
M\ddot{\mathbf s}_1=+\frac{\partial E}{\partial\mathbf u},\qquad
M\ddot{\mathbf s}_2=-\frac{\partial E}{\partial\mathbf u}.
\end{equation}
The first sign is positive because $\partial\mathbf u/\partial\mathbf s_1=-1$. Subtracting the first equation from the second gives
\begin{equation}
M\ddot{\mathbf u}=-2\frac{\partial E}{\partial\mathbf u},
\qquad\text{or}\qquad
\mu\ddot{\mathbf u}=-\frac{\partial E}{\partial\mathbf u},
\quad \mu=\frac M2 .
\end{equation}
Now write $\mathbf u=\mathbf u_0+\mathbf w$, where $\mathbf u_0$ is the position of the energy minimum. The gradient vanishes there, so for small $\mathbf w$
\begin{equation}
\ddot w_i=-\sum_j D_{ij}w_j,\qquad
D_{ij}=\frac1\mu\left.\frac{\partial^2E}{\partial u_i\partial u_j}\right|_{\mathbf u_0}.
\end{equation}
A vibration $\mathbf w\propto\cos\omega t$ requires $D\mathbf w=\omega^2\mathbf w$. The matrix $D$ is real, symmetric and three by three. It therefore has three perpendicular eigenvectors, and these are the three optical phonons.

\textbf{Q.} In some crystals an optical vibration creates an electric field, and the longitudinal phonon then lies above the transverse ones. Have you lost that field by making all cells move alike?

\textbf{A.} In silicon there is no such field to lose, at first order in $\mathbf u$. Inversion through the middle of a bond exchanges the sublattices. The displacement of the new second sublattice is $-\mathbf s_1$, and that of the new first sublattice is $-\mathbf s_2$. The new relative displacement is
\begin{equation}
\mathbf u'=-\mathbf s_1-(-\mathbf s_2)=\mathbf u .
\end{equation}
Inversion leaves $\mathbf u$ unchanged but reverses an electric dipole. A dipole proportional to $\mathbf u$ would have to equal its own negative, so it is zero. A uniform strain keeps this inversion centre, and the conclusion holds in the strained crystal too.

\textbf{Q.} Then why do the three phonons share one frequency before any strain is applied?

\textbf{A.} Because of the symmetry around each atom. Its four neighbours form a tetrahedron, with bonds along $(1,1,1)$, $(1,-1,-1)$, $(-1,1,-1)$ and $(-1,-1,1)$. Let $R$ be one of the 24 rotations and reflections that map this tetrahedron onto itself. Applied about an atom, $R$ maps each sublattice of the unstrained crystal onto itself. Applied to a strained crystal, it turns the displacement into $R\mathbf u$ and the strain into $ReR^{T}$, and the energy stays the same:
\begin{equation}
E(R\mathbf u;\,ReR^{T})=E(\mathbf u;\,e).
\end{equation}
The minimum turns with the crystal, $\mathbf u_0(ReR^T)=R\mathbf u_0(e)$. Differentiating twice with respect to $\mathbf u$ gives $R^TD(ReR^T)R=D(e)$, so
\begin{equation}
D(ReR^{T})=R\,D(e)\,R^{T}.
\label{eq:cov}
\end{equation}
Set $e=0$. The half-turn about $z$ is $R=\mathrm{diag}(-1,-1,1)$. It changes the signs of $D_{13}$ and $D_{23}$, yet must leave $D$ unchanged, so both vanish. The half-turn about $x$ removes $D_{12}$ in the same way. A third of a turn about $(1,1,1)$ permutes $x,y,z$ and makes the diagonal elements equal. Hence
\begin{equation}
D(0)=\omega_0^2 I ,
\end{equation}
where $I$ is the unit matrix and $\omega_0$ is the common angular frequency.

\textbf{Q.} Now strain the crystal. The force constants change, but the atoms may also settle at a new relative position. Do you count both effects?

\textbf{A.} Yes. I use tensor strain components $e_{ij}=e_{ji}$ along the cube axes, positive for tension, and describe the deformation by the symmetric matrix $I+e$. A rigid rotation would turn the polarizations but leave the frequencies alone. The strain is uniform and static, and the vibration takes place at fixed strain. To first order,
\begin{equation}
\delta D_{ij}=\sum_{kl}\frac{\partial D_{ij}}{\partial e_{kl}}e_{kl}
+\sum_m\frac{\partial D_{ij}}{\partial u_m}u_{0,m}(e).
\end{equation}
The unstrained minimum is stable, so $\mathbf u_0$ moves smoothly from zero and is itself linear in small strain. Both terms are then linear in $e$, and they combine into
\begin{equation}
D=\omega_0^2I+K,\qquad K_{ij}=\sum_{kl}T_{ijkl}\,e_{kl},
\end{equation}
with $T_{ijkl}=T_{jikl}=T_{ijlk}$. The relaxation of the atoms is inside $T$.

\textbf{Q.} Six independent components of $K$, each depending on six strains, make 36 coefficients. How do you get down to a manageable number?

\textbf{A.} Equation (\ref{eq:cov}) requires $T$ to be unchanged by every $R$. Let $n_1,n_2,n_3$ count how often the labels 1, 2 and 3 occur among the four indices. The half-turn about $z$ multiplies $T_{ijkl}$ by $(-1)^{n_1+n_2}$, so a surviving component has $n_1+n_2$ even. Since $n_1+n_2+n_3=4$, $n_3$ is even as well. The other two half-turns make $n_1$ and $n_2$ even. What survives has the type $T_{1111}$, $T_{1122}$ or $T_{1212}$.

Cyclic permutation of the axes relates components within each type:
\begin{align}
T_{1111}&=T_{2222}=T_{3333}=p,\\
T_{1122}&=T_{2233}=T_{3311}=q,\\
T_{1212}&=T_{2323}=T_{3131}=r.
\end{align}
There remains the set $T_{2211}=T_{3322}=T_{1133}$. The reflection that exchanges $x$ and $y$ also maps the tetrahedron onto itself. It gives $T_{2211}=T_{1122}=q$, so this set brings no fourth constant.

Written out, the matrix elements are
\begin{align}
K_{11}&=p\,e_{11}+q(e_{22}+e_{33}),\label{eq:k11}\\
K_{12}&=T_{1212}e_{12}+T_{1221}e_{21}=2r\,e_{12},\label{eq:k12}
\end{align}
and the others follow by cyclic permutation. The 2 in the second line comes from the two equal terms in the sum. With the engineering shear strain $2e_{12}$ as the variable, that factor would be absorbed. The constants $p,q,r$ are the phonon deformation potentials. Strain has no unit, so they carry the unit of frequency squared.

\textbf{Q.} You chose a few of the 24 operations by hand. Could another one impose a further relation, or could you have removed a component by mistake?

\textbf{A.} No further relation can arise. Each of the 24 operations is a permutation of the axes, followed by one of the three half-turns or by nothing. Every permutation is a product of cyclic ones and the exchange of $x$ and $y$. All 24 are therefore products of operations already used, and those leave the three-constant form unchanged for any $p,q,r$. A numerical test addresses the second doubt. A random tensor with the stated index symmetries was averaged over all 24 operations, which leaves its invariant part. Its response to a random symmetric strain was then compared with equations (\ref{eq:k11}) and (\ref{eq:k12}), with $p,q,r$ read from the averaged tensor. The components agreed within one part in $10^5$, with an absolute allowance of $10^{-12}$.

\textbf{Q.} Very well. Squeeze or stretch the crystal equally in all directions. What happens to the three frequencies?

\textbf{A.} Hydrostatic strain means $e_{11}=e_{22}=e_{33}=e$ with no shear, where $e$ now denotes a single number. Equation (\ref{eq:k11}) gives
\begin{equation}
K_{11}=p\,e+q(e+e)=(p+2q)e,
\end{equation}
and the cyclic permutations give the same value for $K_{22}$ and $K_{33}$. The off-diagonal elements vanish because the shear strains do. Thus
\begin{equation}
K=(p+2q)\,e\,I .
\label{eq:hydro}
\end{equation}
Any vector is an eigenvector of a multiple of the unit matrix, with the same eigenvalue. Each squared frequency therefore changes by
\begin{equation}
\lambda=\omega^2-\omega_0^2=(p+2q)e .
\end{equation}
The phonons shift together, and the line does not split.

\textbf{Q.} That was a first-order calculation. Might a small splitting appear at second order?

\textbf{A.} Not while the crystal remains cubic. For hydrostatic strain $R(eI)R^T=eI$, because $RR^T=I$. Equation (\ref{eq:cov}) then reads $D=RDR^T$ at the strained point, the same condition as at zero strain. The half-turns and the cyclic permutation again force $D$ to be a multiple of $I$, whatever the size of $e$. The common shift may be a curved function of $e$, but it remains common.

The same reasoning fixes the atoms. The minimum obeys $\mathbf u_0=R\mathbf u_0$ for every $R$, and a vector unchanged by half-turns about three perpendicular axes is zero. If strong compression drove the crystal into a structure of lower symmetry, the argument would end there.

\textbf{Q.} I would like to see this in a crystal whose forces know nothing of your $p$ and $q$.

\textbf{A.} Take a model diamond crystal with unit bond length. Let $\mathbf b_i$ be the four bond vectors of a cell and $b_i$ their lengths, and let the energy be
\begin{equation}
E=\sum_{i=1}^{4}\left[1-e^{-3(b_i-1)}\right]^2
+0.3\sum_{i<j}\left(\mathbf b_i\!\cdot\!\mathbf b_j+\tfrac13\right)^2 .
\label{eq:model}
\end{equation}
The first sum is a Morse energy for stretching. The second resists changes of the bond angles and, because it contains dot products of the full bond vectors, also changes of the bond lengths. It vanishes in the unstrained tetrahedron, where $\mathbf b_i\cdot\mathbf b_j=-1/3$. The matrix $D$ follows from the second derivatives at the relaxed minimum. This crystal serves to test the derivation, and its constants are not a prediction for silicon.

Under 1\% hydrostatic strain, the printed spread of the three values of $\omega^2/\omega_0^2$ is zero. Under 1\% strain along one cube axis it is 0.01936. Strain along one axis, together with one shear strain, also supplies the constants
\begin{equation}
\frac{p}{\omega_0^2}=-0.8750,\quad
\frac{q}{\omega_0^2}=-2.8750,\quad
\frac{r}{\omega_0^2}=0.5312 .
\end{equation}
By equation (\ref{eq:k11}), the first-order uniaxial splitting is $|p-q|\times0.01/\omega_0^2=0.0200$. The difference from 0.01936 is of higher order in the strain.

\textbf{Q.} Does the whole matrix $K$ hold in this model, including the part from relaxation?

\textbf{A.} It was tested with a strain proportional to $e_{11}=0.7$, $e_{22}=-0.4$, $e_{33}=0.2$, $e_{12}=0.3$, $e_{13}=-0.2$ and $e_{23}=0.5$. The derivative of $D/\omega_0^2$ along this direction agreed with the three-constant form within $10^{-5}$ plus one part in $10^5$, component by component. Relaxation matters for the shear part: $e_{12}=0.01$ moves the sublattices relative to each other by 0.0101 bond lengths. For hydrostatic strain of the same size, the movement was below $10^{-10}$.

\textbf{Q.} Is it the hydrostatic strain that keeps the shifts equal, or the cubic crystal?

\textbf{A.} Both are needed once second-order terms count. Suppose the model crystal is first stretched by 1\% along $x$, and the same small strain is then added to $e_{11}$, $e_{22}$ and $e_{33}$, all still measured from the unstrained crystal. The rates at which $\omega^2/\omega_0^2$ changes with the added strain differ by 0.1994 between the phonons polarized along $x$ and $y$. In the unstrained crystal the common rate is
\begin{equation}
\frac{p+2q}{\omega_0^2}=-0.8750-2(2.8750)=-6.6250 ,
\end{equation}
so the inequality is about 3\% of it. In the linear theory hydrostatic strain adds the same $\lambda$ to each mode even here, because contributions to $K$ simply add. The inequality therefore measures terms that the linear theory omits.

Cubic symmetry leaves three constants, $p$, $q$ and $r$, to describe the first-order effect of strain on the squared phonon frequencies, and hydrostatic strain shifts all three phonons of the unstrained crystal equally. It remains to relate that shift to the Grüneisen parameter and to find what a measured Raman line says about strain in silicon.
